# In-plane mass of the lowest heavy-hole subband from light-hole coupling: a program that tests the result

```python
"""
Zone-centre in-plane mass of the lowest heavy-hole (HH) subband.

Result under test (hole energies counted upward, C = hbar^2 / 2 m0):
    m0/m = g1 + g2 - Lam
    Lam  = 12 g3^2 C sum_m |<l_m|kz|h_1>|^2 / (E_lm - E_h1)
g1, g2, g3 : Luttinger parameters; h_1 : lowest HH state at k = 0;
l_m : light-hole (LH) states at k = 0; delta : rigid LH offset from strain.
Hard-wall well of width L, with d = delta / (C (pi/L)^2) and
r^2 = (g1 - 2 g2 - d) / (g1 + 2 g2):
    Lam = 12 g3^2/(4 g2 + d) * (1 - 4 r cot(pi r/2) / (pi (1 - r^2)))
Independent road: curvature of the lowest doublet of the full spin-3/2
Hamiltonian, diagonalized in a polynomial basis that vanishes at the walls.
Units: meV, nm.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import airy, ai_zeros

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18

# spin-3/2 matrices, basis order 3/2, 1/2, -1/2, -3/2
spin_m = np.array([1.5, 0.5, -0.5, -1.5])
J_plus = np.diag(np.sqrt(3.75 - spin_m[1:] * (spin_m[1:] + 1)), 1)
Jx = (J_plus + J_plus.T) / 2
Jy = (J_plus - J_plus.T) / 2j
Jz = np.diag(spin_m)


def sym(a, b):
    return (a @ b + b @ a) / 2


def well_matrices(length, size):
    """d/dz, kz^2 and z in an orthonormal polynomial basis on [0, length]."""
    x, w = leggauss(size + 8)
    w = w[:, None]
    legendre = legvander(x, size + 1)
    n = np.arange(size)
    scale = np.sqrt(4 * n + 6)
    phi = (legendre[:, :size] - legendre[:, 2:size + 2]) / scale
    dphi = -(2 * n + 3) * legendre[:, 1:size + 1] / scale
    z = ((x + 1) * length / 2)[:, None]
    overlap = phi.T @ (w * phi) * length / 2
    X = np.linalg.inv(np.linalg.cholesky(overlap))
    grad = phi.T @ (w * dphi)
    kz2 = dphi.T @ (w * dphi) * 2 / length
    pos = phi.T @ (w * z * phi) * length / 2
    return [X @ m @ X.T for m in (grad, kz2, pos)]


def doublet(g, mats, force, delta, kx, ky):
    """Two lowest energies of the full spin-3/2 Hamiltonian."""
    g1, g2, g3 = g
    grad, kz2, pos = mats
    one = np.eye(len(pos))
    kz = -1j * grad
    a = g1 + 2.5 * g2
    spin_0 = (a * (kx**2 + ky**2) * np.eye(4)
              - 2 * g2 * (kx**2 * Jx @ Jx + ky**2 * Jy @ Jy)
              - 4 * g3 * kx * ky * sym(Jx, Jy))
    spin_1 = -4 * g3 * (kx * sym(Jx, Jz) + ky * sym(Jy, Jz))
    spin_2 = a * np.eye(4) - 2 * g2 * Jz @ Jz
    strain = -(delta / 2) * (Jz @ Jz - 2.25 * np.eye(4))
    H = C * (np.kron(spin_0, one) + np.kron(spin_1, kz)
             + np.kron(spin_2, kz2))
    H = H + np.kron(np.eye(4), force * pos) + np.kron(strain, one)
    return np.linalg.eigvalsh((H + H.conj().T) / 2)[:2]


def full_inverse_mass(g, mats, force=0.0, delta=0.0, angle=0.0, k=0.01):
    """m0/m from the doublet mean, k^4 part removed by extrapolation."""
    e0 = doublet(g, mats, force, delta, 0, 0).mean()

    def slope(q):
        e = doublet(g, mats, force, delta,
                    q * np.cos(angle), q * np.sin(angle)).mean()
        return (e - e0) / (C * q**2)
    return (4 * slope(k) - slope(2 * k)) / 3


def perturbation_terms(g, mats, force=0.0, delta=0.0):
    """HH1 energy, LH energies, <l_m|d/dz|h_1>, and the terms of Lam."""
    g1, g2, g3 = g
    grad, kz2, pos = mats
    e_h, v_h = np.linalg.eigh(C * (g1 - 2 * g2) * kz2 + force * pos)
    e_l, v_l = np.linalg.eigh(C * (g1 + 2 * g2) * kz2 + force * pos)
    e_l = e_l + delta
    element = v_l.T @ grad @ v_h[:, 0]
    return e_h[0], e_l, element, 12 * g3**2 * C * element**2 / (e_l - e_h[0])


def closed_lam(g, length, delta=0.0):
    g1, g2, g3 = g
    d = delta / (C * (np.pi / length)**2)
    r = np.sqrt(complex((g1 - 2 * g2 - d) / (g1 + 2 * g2)))
    rcot = (r / np.tan(np.pi * r / 2)).real
    r2 = (r * r).real
    return 12 * g3**2 / (4 * g2 + d) * (1 - 4 * rcot / (np.pi * (1 - r2)))


gam = (7.0, 2.0, 3.0)
g1, g2, g3 = gam
L = 10.0
diagonal = g1 + g2
bound = 3 * g3**2 / (g1 - 2 * g2)
unit = C * (np.pi / L)**2
flat = well_matrices(L, 36)

# hard-wall matrix elements from their defining integral
for m in range(2, 8):
    value = quad(lambda z: 2 / L * np.sin(m * np.pi * z / L) * np.pi / L
                 * np.cos(np.pi * z / L), 0, L)[0]
    expected = 4 * m / (L * (m * m - 1)) if m % 2 == 0 else 0.0
    assert abs(value - expected) < 1e-10

# closed form against the explicit sum over even LH levels
even = np.arange(2, 4001, 2)
gap = unit * ((g1 + 2 * g2) * even**2 - (g1 - 2 * g2))
terms = 12 * g3**2 * C * (4 * even / (L * (even**2 - 1.0)))**2 / gap
lam = closed_lam(gam, L)
assert abs(terms.sum() - lam) < 1e-8

# closed form against the full Hamiltonian: directions, widths, parameters
inv_100 = full_inverse_mass(gam, flat)
inv_110 = full_inverse_mass(gam, flat, angle=np.pi / 4)
inv_narrow = full_inverse_mass(gam, well_matrices(5.0, 36))
for value in (inv_100, inv_110, inv_narrow):
    assert abs(value - (diagonal - lam)) < 2e-4
other = (4.0, 1.0, 1.5)
assert abs(full_inverse_mass(other, flat) - (5 - closed_lam(other, L))) < 2e-4

# without the coupling linear in k the diagonal value must come back
assert abs(full_inverse_mass((g1, g2, 0.0), flat) - diagonal) < 2e-4

# limit of equal HH and LH confinement masses
assert abs(closed_lam((g1, 1e-4, g3), L) / (3 * g3**2 / g1) - 1) < 1e-3

# heavy-hole sum rule used for the bound, in a biased well
bias = 5.0
e_h, v_h = np.linalg.eigh(C * (g1 - 2 * g2) * flat[1] + bias * flat[2])
hh_elements = v_h.T @ flat[0] @ v_h[:, 0]
hh_sum = np.sum(hh_elements[1:]**2 / (e_h[1:] - e_h[0]))
assert abs(hh_sum * 4 * C * (g1 - 2 * g2) - 1) < 1e-6

print(f"C = hbar^2/2m0: {C:.4f} meV nm^2")
print(f"gamma1, gamma2, gamma3: {g1}, {g2}, {g3}; well width {L} nm")
print(f"energy unit C(pi/L)^2: {unit:.4f} meV")
print(f"flat well HH1: {unit * (g1 - 2 * g2):.3f} meV")
print(f"flat well LH1: {unit * (g1 + 2 * g2):.3f} meV")
print(f"flat well LH2: {4 * unit * (g1 + 2 * g2):.3f} meV")
print(f"r: {np.sqrt((g1 - 2 * g2) / (g1 + 2 * g2)):.5f}")
for m, t in zip(even[:3], terms[:3]):
    print(f"contribution of LH{m} to Lam: {t:.5f}")
print(f"Lam, closed form: {lam:.5f}; upper bound {bound:.3f}")
print(f"m0/m diagonal: {diagonal:.4f}; with coupling {diagonal - lam:.4f}")
print(f"m0/m full Hamiltonian [100]: {inv_100:.4f}; [110]: {inv_110:.4f}")
print(f"m0/m full Hamiltonian, 5 nm well: {inv_narrow:.4f}")
print(f"mass diagonal: {1 / diagonal:.4f} m0")
print(f"mass with coupling: {1 / (diagonal - lam):.4f} m0")
print(f"mass ratio coupled/diagonal: {diagonal / (diagonal - lam):.4f}")

# strain offset
previous = lam
for delta in (20.0, 40.0, 100.0):
    lam_d = closed_lam(gam, L, delta)
    full = full_inverse_mass(gam, flat, delta=delta)
    assert abs(full - (diagonal - lam_d)) < 2e-4
    assert 0 < lam_d < previous
    previous = lam_d
    print(f"LH offset {delta:.0f} meV: Lam {lam_d:.4f}, "
          f"mass {1 / (diagonal - lam_d):.4f} m0")

# biased well
lam_bias = perturbation_terms(gam, flat, bias)[3]
full = full_inverse_mass(gam, flat, force=bias)
assert abs(full - (diagonal - lam_bias.sum())) < 2e-4
assert 0 < lam_bias.sum() <= bound
print(f"biased well {bias:.0f} meV/nm: LH1 part {lam_bias[0]:.4f}, "
      f"Lam {lam_bias.sum():.4f}, mass {1 / full:.4f} m0")

# triangular inversion layer; the far wall lies beyond the wave functions
deep = well_matrices(30.0, 60)
lam_tri = []
for force in (20.0, 40.0):
    e_hh, e_lh, element, t = perturbation_terms(gam, deep, force)
    zero = ai_zeros(1)[0][0]
    slope0 = ai_zeros(1)[3][0]
    len_h = (C * (g1 - 2 * g2) / force)**(1 / 3)
    len_l = (C * (g1 + 2 * g2) / force)**(1 / 3)
    assert abs(e_hh + zero * force * len_h) < 1e-4
    assert abs(e_lh[0] + zero * force * len_l) < 1e-4
    norm = abs(slope0)**2 * np.sqrt(len_h * len_l)
    airy_element = quad(lambda z: airy(z / len_l + zero)[0]
                        * airy(z / len_h + zero)[1] / len_h / norm,
                        0, 30, limit=200)[0]
    assert abs(abs(airy_element) - abs(element[0])) < 1e-5
    full = full_inverse_mass(gam, deep, force=force)
    assert abs(full - (diagonal - t.sum())) < 5e-4
    assert 0 < t.sum() <= bound
    lam_tri.append(t.sum())
    print(f"triangular {force:.0f} meV/nm: HH1 {e_hh:.3f} meV, "
          f"LH1 {e_lh[0]:.3f} meV")
    print(f"  |<l1|kz|h1>| {abs(element[0]):.5f} 1/nm; parts of Lam: "
          f"LH1 {t[0]:.4f}, LH2 {t[1]:.4f}, LH3 {t[2]:.4f}")
    print(f"  Lam {t.sum():.4f}; m0/m {diagonal - t.sum():.4f}, "
          f"full {full:.4f}; mass {1 / (diagonal - t.sum()):.4f} m0")
assert abs(lam_tri[0] - lam_tri[1]) < 1e-4

# the spin splitting of the triangular well starts at k^3
split = [np.ptp(doublet(gam, deep, 20.0, 0.0, k, 0.0)) for k in (0.01, 0.02)]
assert abs(split[1] / split[0] - 8) < 0.3
print(f"triangular splitting ratio on doubling k: {split[1] / split[0]:.3f}")

# finite k in the flat well: the error of the parabola starts at k^4
e0 = doublet(gam, flat, 0, 0, 0, 0).mean()


def shift(k, angle):
    return doublet(gam, flat, 0, 0, k * np.cos(angle),
                   k * np.sin(angle)).mean() - e0


error = [shift(k, 0) - C * k**2 * (diagonal - lam) for k in (0.02, 0.04)]
assert abs(error[1] / error[0] - 16) < 0.8
print(f"parabola error ratio on doubling k: {error[1] / error[0]:.3f}")
print("flat well, energy above HH1 minimum in meV:")
for k in (0.05, 0.10, 0.20):
    print(f"k {k:.2f} 1/nm: full [100] {shift(k, 0):.4f}, "
          f"[110] {shift(k, np.pi / 4):.4f}, "
          f"parabola {C * k**2 * (diagonal - lam):.4f}, "
          f"diagonal {C * k**2 * diagonal:.4f}")

print("no test failed")
```

Printed output:

```
C = hbar^2/2m0: 38.0998 meV nm^2
gamma1, gamma2, gamma3: 7.0, 2.0, 3.0; well width 10.0 nm
energy unit C(pi/L)^2: 3.7603 meV
flat well HH1: 11.281 meV
flat well LH1: 41.363 meV
flat well LH2: 165.453 meV
r: 0.52223
contribution of LH2 to Lam: 1.89792
contribution of LH4 to Lam: 0.07197
contribution of LH6 to Lam: 0.01309
Lam, closed form: 1.99062; upper bound 9.000
m0/m diagonal: 9.0000; with coupling 7.0094
m0/m full Hamiltonian [100]: 7.0094; [110]: 7.0094
m0/m full Hamiltonian, 5 nm well: 7.0094
mass diagonal: 0.1111 m0
mass with coupling: 0.1427 m0
mass ratio coupled/diagonal: 1.2840
LH offset 20 meV: Lam 1.7703, mass 0.1383 m0
LH offset 40 meV: Lam 1.5950, mass 0.1350 m0
LH offset 100 meV: Lam 1.2333, mass 0.1288 m0
biased well 5 meV/nm: LH1 part 0.3064, Lam 2.2659, mass 0.1485 m0
triangular 20 meV/nm: HH1 83.605 meV, LH1 128.921 meV
  |<l1|kz|h1>| 0.12561 1/nm; parts of Lam: LH1 1.4328, LH2 0.2819, LH3 0.3529
  Lam 3.2174; m0/m 5.7826, full 5.7826; mass 0.1729 m0
triangular 40 meV/nm: HH1 132.715 meV, LH1 204.649 meV
  |<l1|kz|h1>| 0.15826 1/nm; parts of Lam: LH1 1.4328, LH2 0.2819, LH3 0.3529
  Lam 3.2174; m0/m 5.7826, full 5.7826; mass 0.1729 m0
triangular splitting ratio on doubling k: 8.004
parabola error ratio on doubling k: 16.154
flat well, energy above HH1 minimum in meV:
k 0.05 1/nm: full [100] 0.6627, [110] 0.6581, parabola 0.6676, diagonal 0.8572
k 0.10 1/nm: full [100] 2.5868, [110] 2.5072, parabola 2.6706, diagonal 3.4290
k 0.20 1/nm: full [100] 8.8768, [110] 7.3856, parabola 10.6822, diagonal 13.7159
no test failed
```
